Time step and phaseless constraint for sampled photons with dipole self-energy

**What dimensions and symmetry fix**

Set ħ = 1 and use a mass-weighted photon displacement q, so that p²/2 and ω²q²/2 are energies. Then ωq has the dimension of the square root of an energy. So has λD, the product of the mode coupling and the molecular dipole along the polarization. One cavity mode enters the Hamiltonian as

H = h + ½ Σ_γ L_γ² + ½p² + ½(ωq − λD)².

Here h is the one-electron part and the L_γ are one-electron operators whose squares build the Coulomb repulsion. The nuclei are fixed, the dipole approximation holds, and the zero-point energy ω/2 is kept.

Over an imaginary time step τ, a squared operator gives exp(−τL²/2). A dimensionless random field x that makes L appear linearly can enter only through √τ xL. The phase per step therefore scales as √τ, and its square per unit time does not shrink with τ. A smaller time step need not remove a bias caused by restricting phases.

The splitting error behaves differently. Let B(τ) be a palindromic product of exponentials, so that formally B(−τ) = B(τ)⁻¹. Writing B(τ) = exp[−τH_eff(τ)] gives H_eff(−τ) = H_eff(τ), and the error of H_eff starts at τ². The two settings, time step and constraint, thus need separate checks.

**The operator that is sampled**

Expanding the last square gives

½(ωq − λD)² = ½ω²q² − ωqλD + ½(λD)².

At fixed q the middle term is a one-electron operator. The last term, the dipole self-energy, is one more square, with L_S = λD, and receives its own Hubbard-Stratonovich field. In a finite orbital basis, the square of the dipole matrix differs from the matrix of the squared coordinate. If the latter defines the one-electron self-energy, the difference belongs in h.

Consider two sites a distance a apart, with one electron of each spin. With M = n₁ − n₂ and the origin midway, D = aM/2 and λD = gM, where g = λa/2. Since n_iσ² = n_iσ,

Σ_i n_i↑n_i↓ = ½ Σ_i n_i(n_i − 1) = ¼(N² + M²) − ½N = ¼M² for N = 2.

The repulsion is therefore UM²/4 = ½L_C², with L_C = √(U/2) M, and L_S = gM. Let T be the hopping operator of amplitude −t, and define W = ½ω²q² − ωqgM. One step is

B = e^(−τT/2) e^(−τW/2) [e^(−τp²/2) e^(−τ(L_C² + L_S²)/2)] e^(−τW/2) e^(−τT/2).

The bracket factorizes without error because M² does not contain q. The product is palindromic, so the lowest eigenvalue of H_eff and its eigenvector have errors of order τ². That eigenvalue is the growth energy, −ln(largest eigenvalue of B)/τ, and the eigenvector determines the mixed energy. Hence both energies have quadratic errors.

**How a walker moves**

A walker is |φ⟩⊗|q⟩, a determinant times a position state of the photon. Exponentials of one-electron operators turn determinants into determinants. Here e^(sM) multiplies the site amplitudes (c₁, c₂) of each spin by (e^s, e^(−s)). Each W half-step thus contributes s = τωgq/2 and the scalar e^(−τω²q²/4).

The photon kinetic factor has the kernel

⟨q′|e^(−τp²/2)|q⟩ = ∫ dk/(2π) e^(ik(q′−q) − τk²/2) = (2πτ)^(−1/2) e^(−(q′−q)²/(2τ)),

which is a Gaussian displacement. Let the trial state be a real determinant times χ(q) = e^(−ωq²/2). Guiding uses the drift d = ∂_q ln χ = −ωq and the move q′ = q + √τ η + τd, with η a standard normal number. The ratio of the required to the sampled density is

exp[−½(η + √τ d)² + ½η²] = exp(−√τ dη − ½τd²).

For a field, let N(x) be the standard normal density. The Gaussian integral ∫dx N(x) e^(i√τxL) = e^(−τL²/2) remains true when the contour is shifted by any complex number x̄. Using N(x − x̄) = N(x) e^(xx̄ − x̄²/2),

e^(−τL²/2) = ∫ dx N(x) e^(xx̄ − x̄²/2) e^(i√τ(x − x̄)L).

Define the overlap O = ⟨Ψ_T|φ,q⟩ and the mixed estimate L̄ = ⟨Ψ_T|L|φ,q⟩/O. The weight factor I is the new overlap divided by the old, times the scalar factors. For one field alone, its terms linear in x are x(x̄ + i√τL̄). They cancel for

x̄ = −i√τ L̄.

Write ⟨L²⟩ for the mixed estimate of L². The terms of order τ are then

−½x̄² + ½x²x̄² + i√τx²x̄L̄ − i√τx̄L̄ − ½τx²⟨L²⟩.

Inserting x̄² = −τL̄² turns the first four into ½τL̄², −½τx²L̄², +τx²L̄² and −τL̄². Therefore

I = 1 − ½τ⟨L²⟩ + ½τ(x² − 1)(L̄² − ⟨L²⟩) + …

The last term averages to zero, leaving the correct energy factor. Limiting |x̄| to 1, as in the example, does not change the average of an unconstrained walk. It can change a constrained one.

**Mixed energy and trial state**

The weights w represent the state Σ w|φ,q⟩/O, so E = Σ wE_L / Σ w, with E_L = ⟨Ψ_T|H|φ,q⟩/O. For the two sites, take real trial amplitudes (α, β) for spin up and (β, α) for spin down. Let m_σ be the site difference n₁σ − n₂σ and m̄_σ its mixed estimate. Each m_σ² = 1 in this sector, so M² = 2 + 2m↑m↓. With V = U/4 + g²/2,

E_L = −t(K↑ + K↓) + V(2 + 2m̄↑m̄↓) − ωgq(m̄↑ + m̄↓) + ω/2,

K↑ = (βc₁↑ + αc₂↑)/(αc₁↑ + βc₂↑), K↓ = (αc₁↓ + βc₂↓)/(βc₁↓ + αc₂↓).

The constant ω/2 appears because χ is the ground state of the uncoupled mode.

The amplitudes follow from mean-field theory. Opposite site polarizations ±m give zero mean dipole, hence an undisplaced photon. With u = 2αβ = √(1 − m²), the trial energy is −2tu + 2Vu² + ω/2. Its derivative vanishes at u = t/(2V), which requires 2V > t. The energy is then −t²/(2V) + ω/2.

**What the constraint changes**

Without a constraint the weights acquire complex phases, and in general their sum is increasingly lost in noise. The phaseless rule replaces I by

|I| max(0, cos Δθ), with Δθ = arg(O′/O),

where O′ is the new overlap. The weights are then real, and the real part of E_L is averaged. Since O′/O = 1 + i√τxL̄ + …, summing over fields L_γ = l_γM gives

Δθ ≈ √τ Σ_γ l_γ x_γ Re M̄, with M̄ = m̄↑ + m̄↓.

Here l_C = √(U/2) and l_S = g, so l_C² + l_S² = 2V. Averaging the cosine over the fields gives

⟨cos Δθ⟩ ≈ 1 − τΓ, with Γ = V(Re M̄)².

This loss rate is independent of τ. A value of Γ common to all walkers cancels from the mixed energy; its variation from walker to walker reshapes the distribution. Discarding the phase of I is a second change. For a walker away from the zeros of the overlap this phase is of order τ per step, so its effect can accumulate over a fixed projection time. The mixed energy of a constrained walk is therefore not guaranteed to lie above the ground state.

In a molecule with a nonzero trial mean L₀ = ⟨L⟩_T, subtract it before introducing the field:

L² = (L − L₀)² + 2L₀L − L₀².

The linear term joins h, and L̄ − L₀ replaces L̄ in the phase. Otherwise even a walker with L̄ = L₀ would lose weight at the rate ½L₀². For the self-energy, this means subtracting the mean dipole. In the symmetric dimer L₀ = 0.

**Where the phase comes from in the dimer**

Start both spins from the same orbital (1, 1)/√2 and omit the bilinear term −ωqgM. Suppose c₂ = c₁*. Hopping, which mixes the two amplitudes with equal real coefficients, preserves this relation. Define z = αc₁ + βc₁* and y = αc₁ − βc₁*. The spin-up overlap is z and the spin-down overlap is z*, so their product |z|² is not negative. Moreover,

z = (α + β) Re c₁ + i(α − β) Im c₁,

which vanishes only for c₁ = 0 when α ≠ β. The mixed site differences are y/z and −(y/z)*, so M̄ = 2i Im(y/z) and x̄ is real. The field then multiplies c₁ and c₂ by conjugate phases, preserving c₂ = c₁*. All weights are positive and the constraint does nothing, although the self-energy field is imaginary.

The bilinear term multiplies the amplitudes by the real factors e^(±τωgq/2). It makes |c₁| differ from |c₂|, so the two spin overlaps are no longer conjugate. In this model the phase problem comes from combining a real sampled displacement with imaginary charge fields. A site-energy difference would also break the conjugate relation.

The same Hamiltonian admits a control with real fields. With S = m↑ − m↓, M² + S² = 4, and

e^(−τl²M²/2) = e^(−2τl²) ∫ dx N(x) e^(√τ l xS).

All amplitudes and overlaps stay positive, so no constraint is needed. This rests on the two-site, two-electron identity and is no general remedy.

**Two limits of the coupling**

With the self-energy alone, a doubly occupied site costs U_eff = U + 2g². The symmetric covalent and ionic singlets have energies 0 and U_eff and are coupled by −2t. The lower eigenvalue gives

E = U_eff/2 − √(U_eff²/4 + 4t²) + ω/2.

This is also the limit ω → 0 at fixed g, apart from the vanishing ω/2. The vacuum spread of q is 1/√(2ω), so the bilinear coupling scales as g√(ω/2). Acting on the electronic ground state, where M has zero mean, it leads only to electronic states a finite gap higher. Its energy shift is therefore of order ω and disappears.

For ω much larger than the electronic energies, again at fixed g, the photon follows M and settles at q = gM/ω. The square in H then vanishes and the self-energy is cancelled. One hop shifts the oscillator by 2g/ω, and the overlap of the two displaced vacua, e^(−g²/ω), tends to 1. The electronic energy returns to its value without coupling.

**Worked example**

The round parameters are t = 1 eV, U = 3 eV, ω = 1 eV, a = 2 Å and a vacuum field amplitude F = λ√(ω/2) = 0.4 V/Å. The equations keep their form with the eV as energy unit. Thus

λ = 0.4 × √2 = 0.566 eV^½/(e Å), or 0.0574 atomic units,

and g = 0.566 × 2/2 = 0.566 eV^½. This coupling is chosen to make the effects visible. It implies a mode volume 4π/λ² of about 0.6 nm³ (λ in atomic units) and a vacuum field of 40 MV/cm, while a diffraction-limited cavity at 1 eV gives about 2 × 10⁻⁵ V/Å. Only atomic-scale plasmonic confinement comes near it, and there a single mode in the dipole approximation is an idealization. The self-energy of a doubly occupied site is 2g² = 0.64 eV. Hence V = 0.75 + 0.16 = 0.91 eV and u = 1/1.82 = 0.549. The trial energy is −0.549 + 0.500 = −0.049 eV.

Diagonalization of the model, converged in the photon basis, gives −0.500 eV without coupling, −0.384 eV with the self-energy alone and −0.404 eV with both terms. The self-energy raises the energy by 116 meV and the bilinear term takes back 20 meV. The cancellation found at large ω is thus only partial here.

On a grid of q, without random sampling, the mixed energy at τ = 0.1 eV⁻¹ is 2.6 meV above the diagonalized value, while the growth energy is 8.1 meV below it. Halving τ from 0.05 eV⁻¹ divides the growth and mixed errors by 3.995 and 3.994, close to the factor of 4 expected from the quadratic law. From 2.56 meV at 0.1 eV⁻¹, a mixed-energy error of 1 meV needs

τ ≈ 0.1 × √(1/2.56) = 0.0625 eV⁻¹, or about 1.7 inverse hartree.

This step belongs to a model whose energies are all a few eV. Molecular Hamiltonians span much larger energies and need far smaller steps.

The phaseless walks used 2000 walkers. Below, the step error is the grid value minus the diagonalized energy, and the constraint bias is the walk minus the grid value at the same τ. That bias also contains any finite-population error.

τ = 0.20 eV⁻¹: step error 10.0 meV, constraint bias −3.9 ± 0.3 meV
τ = 0.10 eV⁻¹: step error 2.6 meV, constraint bias −1.8 ± 0.4 meV
τ = 0.05 eV⁻¹: step error 0.6 meV, constraint bias −0.3 ± 0.2 meV

At 0.2 and 0.1 eV⁻¹ the two errors have opposite signs. At 0.05 eV⁻¹ the bias has no firm sign, and a walk at 0.025 eV⁻¹ gives +0.6 ± 0.3 meV, which suggests that it changes sign as τ shrinks. At 0.1 eV⁻¹ they leave a total of 0.8 meV, which flatters both. Extending the last two biases linearly to τ = 0 gives 2(−0.31) + 1.78 = 1.2 ± 0.5 meV, too uncertain to establish a remaining bias.

The root-mean-square phases are 0.165, 0.122 and 0.088 rad, falling roughly as √τ. They are unweighted averages over all walkers and good to about 10 %: taken only just before each resampling, the value at 0.1 eV⁻¹ is 0.134 rad. Half the squared phase divided by τ estimates the loss rate when the phases are small. It need not equal the mean of Γ, which is unbounded where the overlap approaches zero and the expansion in √τ fails. The estimate gives 0.068, 0.074 and 0.078 eV, nearly constant, while the energy bias is only a few meV or less. The loss rate is therefore no estimate of the energy bias.

At half the field, 0.2 V/Å, and τ = 0.1 eV⁻¹, the phase is smaller, 0.076 rad, but the bias is larger and positive: 4.9 ± 0.4 meV. Without bilinear coupling the phase vanishes, and the constraint bias with it. Together with the values at the two fields, this indicates that the bias does not grow steadily with coupling. The half-field value is not converged in the step: at τ = 0.05 eV⁻¹ it rises to 7.2 ± 0.4 meV, so here a smaller step enlarges the bias. Rare excursions could make such error bars too small.

**What the comparisons establish**

Without the bilinear term, the largest phase per step was 6 × 10⁻¹² rad, and the energy agreed with the grid within the test's tolerance. An unconstrained charge-field walk, projected for 2 eV⁻¹, gave −0.4033 ± 0.0014 eV against −0.4018 eV on the grid. The phaseless walk over the same time gave −0.4030 ± 0.0013 eV, so this short projection cannot resolve the constraint bias.

The real-field walk gave −0.404 ± 0.005 eV against −0.402 eV. It passed its test but is too noisy to check a bias of 2 meV. Positive weights do not ensure small variance. The trial favours one of the two opposite spin arrangements. For electrons fully localized on separate sites, E_L is −2tβ/α + ω/2 = −0.10 eV in the favoured arrangement and −2tα/β + ω/2 = −6.18 eV in the other. Fluctuations of their shares therefore make the energy noisy.

**Choosing the settings**

Choose τ first from the splitting error of the quantity to be reported, since growth and mixed energies can differ in size and sign. Then repeat the constrained walk at two or more smaller steps. Do not impose a purely quadratic extrapolation on it: the constraint bias has its own dependence on τ.

Subtract the trial mean of the dipole before introducing the self-energy field, and keep the self-energy and bilinear terms together. Check the constraint separately at each coupling strength, because here a weaker field gave a larger bias. A different trial state can reveal a dependence on the constraint. A short unconstrained projection can also serve, if it is compared with a constrained one of the same length, lasts long enough for the bias to develop, and has a statistical error smaller than the bias sought. The numerical output gives the remaining digits.

Computed values

```
hopping t = 1.0 eV, repulsion U = 3.0 eV
photon energy = 1.0 eV, site distance = 2.0 angstrom
vacuum field amplitude = 0.40 V/angstrom
lambda = 0.5657 eV^0.5/(e angstrom)
lambda = 0.0574 atomic units
g = 0.5657 eV^0.5
self-energy of a doubly occupied site = 0.6400 eV
field strengths Coulomb, self-energy = 1.2247, 0.5657 eV^0.5
trial orbital amplitudes = 0.9580, 0.2868
exact energy without coupling = -0.50000 eV
exact energy, self-energy only = -0.38414 eV
exact energy, full coupling = -0.40433 eV
trial energy, full coupling = -0.04945 eV
Deterministic time-step error (growth, mixed):
  tau 0.200 /eV: -31.864, 9.986 meV
  tau 0.100 /eV: -8.124, 2.558 meV
  tau 0.050 /eV: -2.041, 0.644 meV
  tau 0.025 /eV: -0.511, 0.161 meV
error ratio on halving 0.05 /eV = 3.995, 3.994
tau 0.1 /eV = 2.721 /hartree
Projection time 2 /eV, tau 0.1 /eV, 100000 walkers:
  grid energy = -0.40175 eV
  free walk = -0.40327 +- 0.00138 eV
  phaseless walk = -0.40302 +- 0.00130 eV
Stationary walks, 2000 walkers, sampled time 150 /eV:
  real spin fields, tau 0.1 /eV = -0.40403 +- 0.00509 eV
  grid value for it = -0.40177 eV
  no bilinear term, tau 0.1 /eV = -0.38166 +- 0.00034 eV
  grid value for it = -0.38210 eV
  its largest phase per step = 5.7e-12 rad
Phaseless charge fields, full coupling:
  tau 0.20 /eV: energy -0.39819 +- 0.00028 eV
    grid -0.39434 eV, constraint bias -3.85 +- 0.28 meV
    total error 6.14 meV, rms phase 0.1646 rad
  tau 0.10 /eV: energy -0.40355 +- 0.00035 eV
    grid -0.40177 eV, constraint bias -1.78 +- 0.35 meV
    total error 0.78 meV, rms phase 0.1220 rad
  tau 0.05 /eV: energy -0.40399 +- 0.00021 eV
    grid -0.40368 eV, constraint bias -0.31 +- 0.21 meV
    total error 0.34 meV, rms phase 0.0883 rad
Phaseless charge fields, 0.2 V/angstrom, tau 0.1 /eV:
  exact energy = -0.47483 eV, grid = -0.47260 eV
  constraint bias = 4.85 +- 0.42 meV, rms phase 0.0760 rad
```
